# Lanczos Resolvent for 2p–3d Multiplet Spectra with Bit-Coded Determinants

## 1. A spectrum from fewer steps than levels

A model ion with three 3d electrons absorbs an x-ray photon and passes from \(2p^6 3d^3\) to \(2p^5 3d^4\). The final configuration has 1260 determinants and 420 distinct energies. Eighty Lanczos steps from each of four starting vectors give the absorption curve with a largest error below 1% of its peak height. After 300 steps the error is below \(10^{-8}\) of the peak. Why can a calculation that does not resolve the individual levels reproduce the curve?

The answer lies in the line width. An error bound derived below contains the ratio of the spectral span to the width, but not the number of determinants.

Energies are in eV, the natural unit for this edge. We keep one initial and one final configuration, so charge transfer from ligands and configuration mixing are left out. Every final state has the same half width \(\Gamma\). With \(|\gamma\rangle\) the \(g\) degenerate ground states of energy \(E_g\), and \(T_q\) the dipole operator for polarization \(q\), the spectrum is

\[
I(\omega)=\frac1g\sum_{\gamma f}|\langle f|T_q|\gamma\rangle|^2\,
\frac{\Gamma/\pi}{(\omega+E_g-E_f)^2+\Gamma^2}.
\]

Since \(-\mathrm{Im}\,(x+i\Gamma)^{-1}=\Gamma/(x^2+\Gamma^2)\), completeness of the final states gives

\[
I(\omega)=-\frac1{\pi g}\,\mathrm{Im}\sum_\gamma
\langle\gamma|T_q^\dagger (z-H_f)^{-1}T_q|\gamma\rangle,
\qquad z=\omega+E_g+i\Gamma .
\]

No final eigenstate appears here. We need \(H_f\), the starting vectors \(T_q|\gamma\rangle\), and one diagonal element of the resolvent for each.

## 2. Determinants as integers

Number the spin-orbitals \((l,m,\sigma)\) from 0 to 15, the six 2p orbitals first. A determinant is an integer whose bit \(i\) is the occupation of orbital \(i\). It stands for creation operators acting on the vacuum, with the lowest orbital leftmost. To reach its place, \(c_i\) or \(c_i^\dagger\) must pass every occupied lower orbital, and each passage changes the sign. Thus either operator flips bit \(i\) and multiplies by \((-1)^{n}\), where \(n\) counts occupied lower bits. The result is zero if \(c_i\) meets an empty orbital or \(c_i^\dagger\) a filled one.

For example, binary 1011 has orbitals 0, 1 and 3 filled. Under \(c_2^\dagger c_0\), the removal gives \(+1010\). The creation passes orbital 1 and gives \(-1110\).

The Hamiltonian is

\[
H=\sum_{ij}h_{ij}c_i^\dagger c_j+\frac12\sum_{ijrs}U_{ijrs}\,
c_i^\dagger c_j^\dagger c_s c_r,\qquad
U_{ijrs}=\langle ij|r_{12}^{-1}|rs\rangle .
\]

Take \(i<j\) and \(r<s\). Four terms of the double sum involve these two pairs. Exchanging both pairs leaves the operator product unchanged, and \(U_{jisr}=U_{ijrs}\). Exchanging one pair reverses the sign. The four terms therefore add to

\[
\tfrac12\cdot2\,(U_{ijrs}-U_{ijsr})\,c_i^\dagger c_j^\dagger c_s c_r ,
\]

and the factor \(\frac12\) disappears when only ordered pairs are summed. The program tests the signs and this reduction against explicit Jordan–Wigner matrices with random interactions.

## 3. The interactions

**Coulomb repulsion.** Let \(C_{kq}=\sqrt{4\pi/(2k+1)}\,Y_{kq}\). The multipole expansion is

\[
\frac1{r_{12}}=\sum_k\frac{r_<^k}{r_>^{k+1}}\sum_q C_{kq}(1)\,C_{kq}^*(2).
\]

Define \(c^k(i,r)=\langle l_im_i|C_{kq}|l_rm_r\rangle\) with \(q=m_i-m_r\). These numbers are real:

\[
c^k(i,r)=(-1)^{m_i}\sqrt{(2l_i+1)(2l_r+1)}
\begin{pmatrix}l_i&k&l_r\\0&0&0\end{pmatrix}
\begin{pmatrix}l_i&k&l_r\\-m_i&q&m_r\end{pmatrix}.
\]

For electron 2, \(\langle j|C_{kq}^*|s\rangle=\langle s|C_{kq}|j\rangle^*=c^k(s,j)\), which requires \(q=m_s-m_j\). Hence

\[
U_{ijrs}=\delta_{\sigma_i\sigma_r}\delta_{\sigma_j\sigma_s}
\delta_{m_i+m_j,\,m_r+m_s}\sum_k c^k(i,r)\,c^k(s,j)\,R^k .
\]

The radial integral \(R^k\) is \(F^k_{dd}\) within 3d, \(F^k_{pd}\) for direct 2p–3d repulsion, and \(G^k_{pd}\) when the two electrons exchange shells.

Some interactions shift a configuration as a whole. The \(k=0\) direct terms count pairs. A closed 2p shell acts on 3d as a scalar in space and spin, hence as a constant per electron. Repulsion within 2p is constant when there is one hole, because the six hole states form a single \(^2P\) term. We drop these terms and set the average energy of each configuration to zero. Thus \(\omega\) is measured from the difference of the two averages, and the absolute edge position is not predicted.

**Spin–orbit coupling.** For each shell, \(h\) contains \(\zeta\,\mathbf l\cdot\mathbf s=\zeta[l_zs_z+\frac12(l_+s_-+l_-s_+)]\). A 2p electron has energy \(\zeta_p/2\) for \(j=3/2\) and \(-\zeta_p\) for \(j=1/2\). The filled shell sums to zero, so a hole has the opposite energies, \(-\zeta_p/2\) and \(+\zeta_p\). Without other interactions the \(L_3\) edge lies \(3\zeta_p/2\) below \(L_2\).

**Cubic field.** The \(e_g\) orbitals, \(m=0\) and \((|2\rangle+|{-2}\rangle)/\sqrt2\), lie at \(0.6\times10Dq\). The \(t_{2g}\) orbitals, \(m=\pm1\) and \((|2\rangle-|{-2}\rangle)/\sqrt2\), lie at \(-0.4\times10Dq\). In the \(m\) basis the diagonal element for \(m=\pm2\) is \((0.6-0.4)/2=0.1\), and the element joining them is \((0.6+0.4)/2=0.5\), both times \(10Dq\).

## 4. Starting vectors and their strength

Without its common radial factor, the dipole operator is

\[
T_q=\sum_{m\sigma}\langle 2,m{+}q|C_{1q}|1,m\rangle\,
d^\dagger_{m+q,\sigma}\,p_{m\sigma}.
\]

Intensities are therefore relative. In \(\langle T_q^\dagger T_q\rangle\) the filled 2p shell forces the same 2p orbital to be emptied and refilled, which leaves the squared coefficient times \(1-n_{m+q,\sigma}\). For a fixed 3d orbital, orthogonality of the 3j symbols gives

\[
\sum_q|\langle2\mu|C_{1q}|1,\mu{-}q\rangle|^2
=15\begin{pmatrix}2&1&1\\0&0&0\end{pmatrix}^2\frac15
=15\cdot\frac2{15}\cdot\frac15=\frac25 .
\]

Each 3d hole thus contributes \(2/5\). For \(d^3\) the total is \(7\times2/5=2.8\).

The sum over the whole ground level is invariant under the cubic group. The absorption tensor is then invariant too: quarter turns about two axes remove its off-diagonal Cartesian elements and equate the diagonal ones. Every polarization gives the same curve, with strength \(2.8/3=0.933\). A single ground state need not. In the example, the \(4\times4\) absorption matrix in the ground level has eigenvalues that differ by up to 0.59 of the averaged peak height. An arbitrary ground state with one polarization is therefore not enough, and we use all four. A chosen state would do. For \(q=0\) the matrix keeps the quarter turns about \(z\) and the half turns about perpendicular axes. Under these together the ground level splits into two inequivalent doublets. The matrix is a multiple of unity on each doublet and has no elements between them, so a superposition of one state from each, with equal weights, gives the average at every \(\omega\).

## 5. The recursion and the continued fraction

Let \(|v\rangle=T_q|\gamma\rangle\), \(\mu_0=\langle v|v\rangle\) and \(q_1=v/\sqrt{\mu_0}\). Apply \(H_f\) repeatedly and orthonormalize. Since \(H_fq_i\) lies in the span of \(q_1,\dots,q_{i+1}\), and \(H_f\) is real symmetric, \(\langle q_i|H_f|q_j\rangle=0\) for \(i<j-1\). Three terms remain:

\[
H_fq_j=\beta_{j-1}q_{j-1}+\alpha_jq_j+\beta_jq_{j+1}.
\]

After \(M\) steps, \(H_f\) is represented by a tridiagonal matrix \(t_M\), and \(G_M=\mu_0[(z-t_M)^{-1}]_{11}\). Let \(D_j\) be the first diagonal element of the inverse of the block of \(z-t_M\) that starts at row \(j\). Eliminating all rows below \(j\) gives

\[
D_j=\frac1{z-\alpha_j-\beta_j^2D_{j+1}},\qquad
D_M=\frac1{z-\alpha_M},\qquad G_M=\mu_0D_1 .
\]

The fraction is evaluated from the bottom upward. The same coefficients serve every \(\omega\). They do not depend on \(\Gamma\) either, but a smaller \(\Gamma\) needs more of them for the same accuracy.

**Two coefficients by hand.** For \(d^0\), the starting vector lies in the \(^1P\) term of \(2p^53d^1\). Use the example's parameters: \(F^2_{pd}=6\), \(G^1_{pd}=4\), \(G^3_{pd}=2.5\), \(\zeta_p=6\), \(\zeta_d=0.04\) and \(10Dq=2\) eV. In this hand example the configuration average is not subtracted and the exchange with the 2p shell is kept in full. On average the 3d electron exchanges with five of the six 2p electrons, and the direct \(F^2\) term has zero trace. The average therefore lies at \(\frac56(-\frac25G^1-\frac9{35}G^3)=-1.869\) eV, and measured from it the \(\alpha_1\) found below would be 3.760 eV. The Coulomb energy has three parts.

- Exchange of the 3d electron with a full 2p shell gives \(-\frac25G^1-\frac9{35}G^3\). The coefficients are \(15\begin{pmatrix}2&k&1\\0&0&0\end{pmatrix}^2/5\).
- The missing 2p electron removes a direct repulsion. For \(q=0\) the amplitudes are \(t_0=2/\sqrt{15}\) and \(t_{\pm1}=1/\sqrt5\), with \(\sum t_m^2=2/3\). The sum \(\sum t_mt_{m'}c^2(2m',2m)c^2(1m',1m)\) has a part \(16/525\) from \(m=m'=0\), \(-6/525\) from \(m=m'=\pm1\), \(24/525\) from \(0\leftrightarrow\pm1\), and \(36/525\) from \(1\leftrightarrow-1\). The total is \(2/15\). Division by \(2/3\) gives the energy \(-F^2/5\).
- The electron can fill the hole while another 2p electron is excited. The two spins add coherently and give \(2\cdot\frac23G^1=\frac43G^1\). The \(G^3\) part vanishes by 3j orthogonality.

Spin–orbit coupling has zero mean in a singlet. The field also has zero mean: for \(q=0\) the \(e_g\) orbital \(m=0\) carries \(t_0^2/\sum t_m^2=(4/15)/(2/3)=2/5\) of the vector and the \(t_{2g}\) orbitals \(m=\pm1\) carry the rest, and \(0.4(0.6)-0.6(0.4)=0\). Therefore

\[
\alpha_1=-1.600-0.643-1.200+5.333=1.890\ \text{eV}.
\]

The square of \(\beta_1\) is the energy variance of the starting vector. Coulomb repulsion contributes none, because \(^1P\) is the sole singlet with \(L=1\) and so is a Coulomb eigenstate. Spin–orbit coupling leads to triplets and the field to singlets, so they have no cross term. The field variance is \([0.4(0.6)^2+0.6(0.4)^2](10Dq)^2=0.24(10Dq)^2\).

For spin one half, \((\mathbf l\cdot\mathbf s)^2=\mathbf l^2/4-\mathbf l\cdot\mathbf s/2\), with mean \(1/2\) for 2p and \(3/2\) for 3d. The 2p operator is \(-\mathbf l_h\cdot\mathbf s_h\) in terms of the hole. In the singlet, \(\langle s_{h,i}s_{d,j}\rangle=-\delta_{ij}/4\), while \(\langle\mathbf l_h\cdot\mathbf l_d\rangle=(2-2-6)/2=-3\). The cross term between the shells is \(-2\zeta_p\zeta_d(-\frac14)(-3)=-\frac32\zeta_p\zeta_d\). In total,

\[
\beta_1^2=\tfrac12\zeta_p^2+0.24(10Dq)^2-\tfrac32\zeta_p\zeta_d+\tfrac32\zeta_d^2
=18+0.96-0.36+0.0024=18.602\ \text{eV}^2 ,
\]

so \(\beta_1=4.313\) eV. The program prints 1.89048 and 4.31305 eV.

**Termination.** The vectors \(H_f^n|v\rangle\) span one dimension for each distinct energy with nonzero weight in \(|v\rangle\). In exact arithmetic the recursion then ends with \(\beta_j=0\). For spherical \(d^0\), the allowed levels have \(J=1\): \(^1P_1\), \(^3P_1\) and \(^3D_1\), hence three steps.

In a cubic field the allowed levels have symmetry \(T_{1u}\). The orbital product \(T_1\otimes(E+T_2)\) is \(T_1+T_2+A_2+E+T_1+T_2\), all odd. Singlets supply two \(T_1\) levels. For triplets, multiplication by the spin symmetry \(T_1\) gives one \(T_1\) from each \(T_1\), \(T_2\) and \(E\), and none from \(A_2\), hence five. The total is seven. The program asserts both step counts.

## 6. Error analysis

**Moments.** Let \(Q\) have columns \(q_1,\dots,q_M\). For \(n\le M-1\), \(H_f^nq_1=Qt_M^ne_1\), because the vector has not yet left the subspace. Placing one further \(H_f\) between two such vectors shows that all moments \(\langle v|H_f^n|v\rangle\) through \(n=2M-1\) are correct. One more application gives

\[
H_f^Mq_1=Qt_M^Me_1+(\beta_1\beta_2\cdots\beta_M)\,q_{M+1}.
\]

The last vector is orthogonal to the others, so moment \(2M\) is too small by \(\mu_0\beta_1^2\cdots\beta_M^2\). Both statements are tested for \(M=4\).

**From moments to the resolvent.** Let the spectrum of \(H_f\) lie in \([E_c-W,E_c+W]\). Put \(x=(E-E_c)/W\), \(\tilde z=(z-E_c)/W\), and \(y=\tilde z+\sqrt{\tilde z^2-1}\) with the root chosen so that \(\rho=|y|>1\). Then \(y+1/y=2\tilde z\) and \(y-1/y=2\sqrt{\tilde z^2-1}\). With \(x=\cos\theta\) and the Chebyshev polynomials \(P_n(x)=\cos n\theta\), summing two geometric series gives

\[
1+2\sum_{n\ge1}y^{-n}P_n(x)=\frac{1-y^{-2}}{1-2xy^{-1}+y^{-2}}
=\frac{y-1/y}{y+1/y-2x}=\frac{\sqrt{\tilde z^2-1}}{\tilde z-x}.
\]

Thus \(1/(\tilde z-x)\) is a Chebyshev series. Its terms of degree up to \(2M-1\) contribute equally to \(G\) and \(G_M\), because the moments agree. Since \(|P_n|\le1\), the remaining terms are at most

\[
\frac{2}{|\sqrt{\tilde z^2-1}|}\sum_{n\ge2M}\rho^{-n}
=\frac{2\rho^{-2M}}{|\sqrt{\tilde z^2-1}|\,(1-1/\rho)} .
\]

The true spectrum and the Lanczos spectrum both have positive weights with sum \(\mu_0\). The eigenvalues of \(t_M\) stay inside the interval, since \(t_M\) is a projection of \(H_f\). The two remainders can at worst add. With \((z-E)^{-1}=W^{-1}(\tilde z-x)^{-1}\),

\[
|G_M-G|\le\frac{4\mu_0\,\rho^{-2M}}{W\,|\sqrt{\tilde z^2-1}|\,(1-1/\rho)} .
\]

**What sets the rate.** Write \(y=\rho e^{i\phi}\). The imaginary part of \(\tilde z\) is \(\Gamma/W=\sinh(\ln\rho)\sin\phi\). At the centre of the spectrum \(\sin\phi=1\), and for \(\Gamma\ll W\) we have \(\ln\rho\approx\Gamma/W\). The bound there falls as \(e^{-2M\Gamma/W}\). Apart from logarithms, a number of steps proportional to \(W/\Gamma\) suffices, whatever the number of determinants. As \(\Gamma\to0\) the bound becomes useless inside the spectral interval. Outside it, \(\rho\) stays above 1 and the bound still converges.

## 7. The \(d^3\) example

The further parameters are \(F^2_{dd}=10\), \(F^4_{dd}=6\) and \(\Gamma=0.3\) eV. They are round numbers, used in both configurations, and describe no particular material. The ground level is fourfold degenerate at \(-4.92\) eV from its configuration average. The next level is 1.98 eV higher, so thermal occupation is neglected.

The matrix \(H_f\) has 21,684 nonzero elements, about 17 per row. One Lanczos product uses these instead of \(1260^2\approx1.6\) million elements. Full diagonalization is still easy at this size and supplies the reference curve.

The half span is \(W=13.26\) eV, so \(\Gamma/W=0.0226\). At the centre the prefactor of the bound is

\[
\frac{4(0.933)}{13.26\times0.0224}\approx12.6\ \text{eV}^{-1}.
\]

Dividing by \(\pi\) and by the peak height \(0.1428\ \text{eV}^{-1}\) gives 28. For \(M=80\) the bound is \(28\,e^{-3.62}=0.75\) of the peak. The computed errors, relative to the peak and taken as the maximum over the curve, are:

| steps | error | bound |
|---:|---:|---:|
| 10 | 1.0 | 18 |
| 40 | 0.09 | 4.6 |
| 80 | 0.005 | 0.75 |
| 160 | \(4\times10^{-5}\) | 0.02 |
| 300 | \(2\times10^{-9}\) | \(4\times10^{-5}\) |

The errors depend on which basis of the degenerate ground level supplies the starting vectors: randomly chosen bases give about 0.006 to 0.009 at 80 steps. The error does not fall monotonically from step to step, and near 80 steps it is just crossing 1%. The entry at 300 steps is specific to this basis and this floating-point run. A recursion confined to one state per distinct level gives about \(10^{-11}\) for a random basis and \(10^{-15}\) for a basis adapted to the quarter turn about \(z\). In that basis each starting vector reaches only about 315 levels, so 300 steps come close to termination. The bound holds at every tested step count but is far from sharp. It guarantees 1% when \(28\,e^{-0.0453M}=0.01\), or \(M\approx175\), whereas the computed error is already below 1% at 80 steps. It uses only the span and the total weight, not the distribution of levels. Averaged between successive table entries from 40 to 300 steps, the computed error falls by a factor of about \(e^{-0.06}\) to \(e^{-0.07}\) per step, against \(e^{-0.045}\) for the bound; the last interval shares the sensitivity of the 300-step entry.

The derivation assumes orthogonal Lanczos vectors. Without reorthogonalization, the largest deviation of their overlap matrix from unity reaches about 0.6 after 300 steps, a figure that depends on rounding. The spectrum is nevertheless accurate to \(4\times10^{-9}\) of the peak in this run, a figure that also varies with basis and rounding. This shows that lost orthogonality is harmless to the curve in this case; the bound above does not prove it in general.

The six highest maxima, located on a grid of 0.02 eV and so uncertain by about 0.01 eV, with the intensity-weighted fraction of \(2p_{3/2}\) holes, are:

| \(\omega\) (eV) | height (eV\(^{-1}\)) | \(2p_{3/2}\) |
|---:|---:|---:|
| −2.36 | 0.102 | 0.99 |
| −1.12 | 0.143 | 0.98 |
| 0.18 | 0.126 | 0.98 |
| 6.98 | 0.136 | 0.43 |
| 8.26 | 0.066 | 0.24 |
| 9.36 | 0.084 | 0.18 |

The fraction \(f\) follows from the mean \(X\) of \(\sum\mathbf l\cdot\mathbf s\) over the 2p shell: \(X=-\frac12f+(1-f)\), so \(f=\frac23(1-X)\). The first three maxima are \(L_3\) features. The upper group is mainly \(L_2\), but at 6.98 eV the \(2p_{3/2}\) share is 43%, so a pure \(L_2\) label would mislead. This share is an average over all states under the broadened line. It does not tell whether single eigenstates are mixed or states of different character overlap.

The main peak lies at \(-1.12\) eV, or \(-0.041\) hartree, from the difference of configuration averages. Agreement with full diagonalization verifies the recursion for a given matrix \(H_f\). The construction of the matrix is tested separately, through operator signs, angular integrals and known term energies. None of these tests measures the effect of omitted charge transfer or of widths that differ between the two edges. The numerical check compares the complete curves.

## Calculated quantities

```
F2dd, F4dd = 10.0, 6.0 eV
F2pd, G1pd, G3pd = 6.0, 4.0, 2.5 eV
zeta_p, zeta_d = 6.0, 0.04 eV
10Dq, half width Gamma = 2.0, 0.3 eV
3d electrons in initial state = 3
determinants initial, final = 120, 1260
nonzeros of H_f = 21684, filling = 0.01366
largest Jordan-Wigner difference = 7.1e-15 (random units)
d0 Lanczos steps, spherical and cubic = 3, 7
ground energy from average = -4.91935 eV
ground degeneracy = 4
gap to next level = 1.98463 eV
H_f lowest, highest = -10.1146, 16.3989 eV
half span of H_f = 13.2567 eV
distinct levels of H_f = 420
strength, all polarizations = 2.800000 (relative)
strength, one polarization = 0.933333 (relative)
ground-state anisotropy / peak = 0.58604
cubic d0 recursion: step, alpha (eV), beta (eV)
  1  1.89048  4.31305
  2  1.20432  2.22399
  3  -1.87755  4.06211
d3 convergence: steps, max error / peak, bound / peak
   10  1.03e+00  1.78e+01
   20  5.12e-01  1.13e+01
   40  9.05e-02  4.59e+00
   80  5.03e-03  7.51e-01
  160  3.92e-05  2.01e-02
  300  1.73e-09  3.56e-05
orthogonality loss, reorthogonalized = 1.1e-15
orthogonality loss, plain = 6.1e-01
plain 300-step error / peak = 4.08e-09
peaks: energy (eV), height (1/eV), 2p3/2-hole fraction
  -2.36  0.10157  0.9872
  -1.12  0.14284  0.9848
  0.18  0.12623  0.9801
  6.98  0.13587  0.4295
  8.26  0.06620  0.2410
  9.36  0.08362  0.1761
main peak = -1.12 eV = -0.04116 hartree
main peak height, Lanczos = 0.1428388 1/eV
main peak height, full = 0.1428388 1/eV
```
